# Exponentially Tapered Wires: Minimum Elmore Delay with Capacitance Proportional to Width

## Result and assumptions

A wire of fixed length $L$ runs from a driver at $x=0$ to a load at $x=L$. The driver is an ideal voltage source behind a resistance $R_d$, and the load is a capacitance $C_L$. The width $w(x)>0$ is free. The wire has resistance $r_0/w$ and capacitance $c_0w$ per unit length, where the sheet resistance $r_0$ and the capacitance per area $c_0$ are constants. The unique width that minimizes the Elmore delay is

$$w(x)=\frac{b\,C_L}{c_0}\,e^{b(L-x)},\qquad y\equiv bL,\qquad y^2e^{y}=q\equiv\frac{r_0c_0L^2}{R_dC_L}. \tag{1}$$

The least delay is

$$T_{\min}=R_dC_L\,e^{y}(1+y). \tag{2}$$

The dimensionless number $q$ compares the wire's own time scale $r_0c_0L^2$, which does not depend on its width, with that of driver and load. The result assumes no upper or lower limit on the width, and no part of the wire's own capacitance that is independent of width. It concerns the Elmore delay, which differs from the time at which the output crosses half its final value.

## The delay functional

Let the source step from 0 to 1 at $t=0$, with the wire initially uncharged. Let $V(x,t)$ be the voltage and $I(x,t)$ the current towards the load. The Elmore delay is defined here as the area above the normalized step response at the load,

$$T=\int_0^\infty[1-V(L,t)]\,dt. \tag{3}$$

Allowing for a series inductance $\ell(x)$ per length, the line obeys

$$\frac{\partial V}{\partial x}=-\frac{r_0}{w}I-\ell\frac{\partial I}{\partial t},\qquad \frac{\partial I}{\partial x}=-c_0w\frac{\partial V}{\partial t}, \tag{4}$$

with $V(0,t)=1-R_dI(0,t)$ and $I(L,t)=C_L\,\partial V(L,t)/\partial t$. At late times every point reaches $V=1$ and the current vanishes. The charge that has passed $x$ is therefore the charge needed to raise everything downstream to unit voltage:

$$\int_0^\infty I(x,t)\,dt=C(x),\qquad C(x)=C_L+\int_x^L c_0w(s)\,ds. \tag{5}$$

Define $A(x)=\int_0^\infty[1-V(x,t)]dt$. The driver condition gives $A(0)=R_dC(0)$. The first of equations (4) gives

$$\frac{dA}{dx}=-\int_0^\infty\frac{\partial V}{\partial x}dt=\frac{r_0}{w}C(x)+\ell\,\big[I\big]_{t=0^-}^{\infty}=\frac{r_0}{w}C(x),$$

because the current is zero before the step and at late times. Integration from $0$ to $L$ yields

$$T[w]=R_dC(0)+\int_0^L\frac{r_0}{w(x)}\,C(x)\,dx. \tag{6}$$

Each element of resistance is thus multiplied by the capacitance it must charge. Widening the wire near the driver lowers a resistance that carries much charge. Widening it near the load adds capacitance behind a large upstream resistance. This is why the best wire narrows towards the load.

## A lower bound and the profile that reaches it

Differentiating (5) gives $C'=-c_0w$. Introduce the rate at which $\ln C$ falls,

$$v(x)=-\frac{d\ln C}{dx}=\frac{c_0w}{C}>0. \tag{7}$$

Then $r_0C/w=r_0c_0/v$, and (6) becomes

$$T=R_dC(0)+r_0c_0\int_0^L\frac{dx}{v},\qquad \int_0^L v\,dx=\ln\frac{C(0)}{C_L}\equiv y. \tag{8}$$

For the moment $y$ labels the total capacitance of an arbitrary profile, $C(0)=C_Le^{y}$. The Cauchy–Schwarz inequality applied to $\sqrt v$ and $1/\sqrt v$ reads

$$L^2=\left(\int_0^L\sqrt v\,\frac{1}{\sqrt v}\,dx\right)^2\le\int_0^Lv\,dx\int_0^L\frac{dx}{v}. \tag{9}$$

Equality holds if and only if $v$ is constant. Inserting (9) in (8),

$$T\ge R_dC_Le^{y}+\frac{r_0c_0L^2}{y}=R_dC_L\,F(y),\qquad F(y)=e^{y}+\frac{q}{y}. \tag{10}$$

It remains to choose $y$. The function $F$ diverges as $y\to0$ and as $y\to\infty$, and $F''=e^y+2q/y^3>0$, so it has one minimum, where

$$F'(y)=e^{y}-\frac{q}{y^2}=0\quad\Longrightarrow\quad y^2e^{y}=q. \tag{11}$$

The square root of (11), divided by two, is $(y/2)e^{y/2}=\sqrt q/2$. The principal Lambert function $W$ is defined for positive argument by $We^{W}$ being equal to the argument, so

$$y=2W\!\left(\sqrt q/2\right). \tag{12}$$

The bound is attained when $v=b=y/L$. Then $C'=-bC$ with $C(L)=C_L$ gives $C=C_Le^{b(L-x)}$, and (7) gives $w=bC/c_0$, which is (1). At the minimum $q/y=ye^{y}$, so $F=e^y+ye^y$, which is (2). Since (10) holds for every positive profile of finite delay, this is the global minimum and not merely a stationary point.

The two terms of $F$ also show that the wire part of the delay, the integral in (6), is $y$ times the driver part $R_dC(0)$. This gives the value of a better dielectric. The capacitance $c_0$, and with it $q$, is proportional to the permittivity $\kappa$. Because $F'(y)=0$ at the optimum, the shift of $y$ does not contribute to first order, and $dF_{\min}/dq=1/y$. Therefore

$$\frac{d\ln T_{\min}}{d\ln\kappa}=\frac{q/y}{e^y(1+y)}=\frac{y}{1+y}, \tag{13}$$

with $R_d$, $C_L$, $L$, $r_0$ and the dielectric thickness held fixed.

## The local balance

Let $R(x)=R_d+\int_0^x(r_0/w)\,ds$ be the resistance upstream of $x$. Write $c(x)$ for the capacitance per length and vary the width. From (6), with $R'=r_0/w$,

$$\delta T=R_d\,\delta C(0)+\int_0^L C\,\delta(R')\,dx+\int_0^LR'\,\delta C\,dx.$$

Integrate the last term by parts, using $\delta C(L)=0$ and $\delta C'=-\delta c$. It equals $-R_d\,\delta C(0)+\int_0^L R\,\delta c\,dx$, and the boundary terms cancel. With $\delta(R')=-r_0\,\delta w/w^2$ and $\delta c=c_0\,\delta w$,

$$\delta T=\int_0^L\left[c_0R-\frac{r_0C}{w^2}\right]\delta w\,dx\quad\Longrightarrow\quad c_0w^2R=r_0C. \tag{14}$$

At the optimum, the delay added by extra local capacitance equals the delay saved by lower local resistance.

For profile (1) the upstream resistance is

$$R(x)=R_d+\frac{r_0c_0}{bC_L}e^{-bL}\int_0^xe^{bs}ds=R_d+\frac{r_0c_0L^2}{C_L\,y^2e^{y}}\left(e^{bx}-1\right)=R_de^{bx}, \tag{15}$$

where the last step uses $y^2e^y=q$. Upstream resistance grows along the wire by the same factor as downstream capacitance falls. Solving (14) for $w$ then gives an equivalent form of the profile,

$$w(x)=w_u\,e^{b(L/2-x)},\qquad w_u=\sqrt{\frac{r_0C_L}{c_0R_d}}. \tag{16}$$

The width at the middle of the wire is $w_u$, which is also the geometric mean of the two end widths.

## Comparison with a uniform wire

For constant $w$, (6) gives

$$T=R_dC_L+\tfrac12r_0c_0L^2+R_dc_0Lw+\frac{r_0LC_L}{w}. \tag{17}$$

The last two terms have a fixed product, so their sum is least when they are equal. This happens at $w=w_u$, where each equals $R_dC_L\sqrt q$. The best uniform wire therefore has

$$T_u=R_dC_L\left(1+2\sqrt q+\tfrac12q\right). \tag{18}$$

**Short wires, $q\ll1$.** Put $s=\sqrt q$. Expanding $ye^{y/2}=s$ gives $y+y^2/2+y^3/8+\dots=s$, which inverts to $y=s-s^2/2+3s^3/8+\dots$. Also $e^y(1+y)=1+2y+\tfrac32y^2+\tfrac23y^3+\dots$. Substitution yields

$$\frac{T_{\min}}{R_dC_L}=1+2s+\left(-1+\tfrac32\right)s^2+\left(\tfrac34-\tfrac32+\tfrac23\right)s^3+\dots=1+2s+\tfrac12s^2-\tfrac1{12}s^3+\dots \tag{19}$$

The first three terms agree with (18), so the taper gains only $R_dC_L\,q^{3/2}/12$ at leading order. At $q=0.1$ the uniform wire is slower by 0.14 %.

**Long wires, $q\gg1$.** Using $e^y=q/y^2$ in (2), the ratio of (18) to (2) is

$$\frac{T_u}{T_{\min}}=\frac{y^2}{2(1+y)}\left(1+\frac{4}{\sqrt q}+\frac2q\right). \tag{20}$$

Since $y=\ln q-2\ln y$, this grows as $\tfrac12\ln q$ at leading order, but it approaches that form slowly. At $q=100$ the ratio is 1.37, and at $q=1000$ it is 1.85, whereas $\tfrac12\ln1000=3.5$.

**Ideal driver or no load.** If $R_d\to0$ or $C_L\to0$ with the other quantities fixed, then $q\to\infty$ and $y\to\infty$. Equation (2) can be written $T_{\min}=r_0c_0L^2(1+y)/y^2$, which tends to zero. The model then has no minimizing profile. For $R_d\to0$ the width at the driver, $w_ue^{y/2}$, grows without limit. For $C_L\to0$ the same width, rewritten with (11) as $r_0L/(R_dy)$, shrinks to zero. In a real layout, width limits or fringe capacitance take over before either limit is reached.

## Fringe capacitance

The field at the edges of a strip adds a capacitance $c_f$ per length that hardly depends on width when the strip is wide. Then $c=c_0w+c_f$. Since $\delta c=c_0\,\delta w$ as before, the balance (14) still holds, with $C(x)$ now including $c_f$. Its logarithmic derivative is

$$2\frac{w'}{w}+\frac{R'}{R}=\frac{C'}{C}.$$

From (14), $R'/R=r_0/(wR)=c_0w/C$, while $C'/C=-(c_0w+c_f)/C$. Hence

$$-\frac{d\ln w}{dx}=\frac{2c_0w+c_f}{2C}. \tag{21}$$

For $c_f=0$ the right side is $c_0w/C=b$, a constant. With fringe it varies along the wire, and the exponential becomes an approximation.

## A clock trunk in low-k dielectric

Take a copper strip midway between two solid metal planes, in dense SiCOH. The parameters are rough typical values for the materials: $\kappa=2.7$, film resistivity 2.2 µΩ cm, metal thickness 0.2 µm, and a gap $h=0.5$ µm to each plane. The wire is 2 mm long, with $R_d=10$ Ω and $C_L=1$ pF, as for a strong buffer driving a clock grid. The two planes act in parallel, so

$$c_0=\frac{2\kappa\varepsilon_0}{h}=0.0956\ \text{fF/µm}^2,\qquad r_0=\frac{2.2\times10^{-8}\ \Omega\,\text{m}}{0.2\times10^{-6}\ \text{m}}=0.110\ \Omega.$$

With $R_dC_L=10$ ps,

$$q=\frac{0.110\times0.0956\times10^{-3}\times2000^2}{10}=4.21,\qquad y=1.153,$$

where $c_0$ is in pF/µm² and $L$ in µm. The load-end width is $yC_L/(c_0L)=6.03$ µm, and the driver-end width is larger by $e^y=3.167$, which makes it 19.1 µm. The delay is

$$T_{\min}=10\ \text{ps}\times3.167\times2.153=68.2\ \text{ps}=0.0682\ \text{ns},$$

of which 31.7 ps is the driver part and 36.5 ps the wire part. By (13), a 1 % reduction of $\kappa$ lowers the delay by about 0.54 % if $C_L$ is fixed. The gain is larger if part of the load is wiring in the same dielectric: about 0.78 % if half of $C_L$ and the fringe capacitance introduced above also scale with $\kappa$.

As a test of (1), the widths of 80 equal-length segments were optimized freely, starting from a uniform 5 µm. They agreed with the exponential at the segment midpoints to a relative error of at most $3.1\times10^{-6}$.

The best uniform wire is 10.7 µm wide and has a delay of 72.1 ps, so the taper saves 5.4 % of the uniform delay. The small-$q$ law would predict a saving of $10\times4.21^{3/2}/12=7.2$ ps instead of the actual 3.9 ps, since $q$ is not small here. Most of the saving needs no continuous taper: the best wire of two equal-length steps has 69.2 ps, and that of four steps 68.4 ps.

The 50 % delay is shorter than the Elmore delay: 51.2 ps for the taper and 52.9 ps for the uniform wire. The taper's advantage is then about 3 %. Neither profile was optimized for this measure. Including the inductance of the strip between perfectly conducting planes leaves the taper's 50 % delay at 51.2 ps, with no overshoot at the printed resolution. Planes as thin and resistive as the wire are not perfect conductors at these time scales: even when they are very wide, the 50 % delay becomes about 59 ps for the taper and 62 ps for the uniform wire. The time of flight is 11 ps.

A two-dimensional field solution for the strip gives $c_f=0.063$ fF/µm for both edges together. This is 3.4 % of the plate capacitance at the driver end and 10.9 % at the load end. Fringe raises the delay of the exponential wire to 70.52 ps, and re-optimizing the widths lowers it only to 70.51 ps. In the re-optimized wire the taper rate rises from 0.570 per mm near the driver to 0.611 per mm near the load, compared with $b=0.576$ per mm without fringe. For these numbers, fringe matters to the delay but barely to the choice of shape.

Changes that multiply $r_0$ by the same factor everywhere keep the optimum exponential and alter only $b$. For the fixed layout without fringe, taken one at a time and with $R_d$ and $C_L$ unchanged, they act as follows:

- Operation 80 K hotter, with the bulk copper coefficient of about 0.39 % per K, gives 79.6 ps. This probably overstates the effect, because the film's extra resistivity from surfaces, grain boundaries and impurities depends little on temperature.
- Slots that remove 20 % of the conducting width, with capacitance taken as unchanged, give 77.3 ps.
- Resistance of the return planes, if they have the thickness and resistivity of the wire, gives at most 86.4 ps. This bound confines the return current to the strip's shadow; spreading would lower the resistance.

Re-optimizing the taper for the changed $r_0$ recovers at most 1.2 ps in these three cases.

The charge moved past $x$ in each transition is proportional to $C(x)$, and $C/w=c_0/b$ is constant in the optimal wire. The mean magnitude of the current density is therefore uniform along it. For full swings of 0.8 V at 2 GHz it is 0.27 MA/cm², below a rough electromigration scale of 1 MA/cm². Only this mean is uniform, and only without fringe; for an ideal step the RMS value is about 0.4 MA/cm² and the peak at the driver exceeds 1.5 MA/cm². Actual limits depend on temperature, waveform and required lifetime. The dielectric field is 0.016 MV/cm, far below breakdown fields of a few MV/cm.

The example is a deliberately wide wire, and solid planes on both sides are an idealization of the power and shield wires found on a chip. Sparser return paths raise the inductance, which can then affect the 50 % delay. Ordinary signal wires at minimum pitch are far narrower. Extrapolating the wide-strip value of $c_f$, fringe equals plate capacitance at $w=c_f/c_0\approx0.65$ µm. Below that width most of the capacitance no longer scales with $w$, even before coupling to neighbouring wires is counted, so the assumption behind (1) fails. Within the example, the largest corrections to the Elmore delay come from the resistance of the wire itself: up to about 11 ps from temperature and about 9 ps from slots, against 2.4 ps from fringe. The 18 ps for the return planes is only an upper bound on the Elmore delay, which sees the low-frequency resistance and so falls well below the bound for planes much wider than the strip. The 50 % delay gains much less from wide planes. At signal frequencies the return current spreads only over about $r_0/(\mu_0\omega)$, some 3 µm at 5 GHz, and the 50 % delay still rises by about 8 ps, against 14 ps with the current confined to the shadow. The remaining figures are in the numerical output.

## Computed results

```
permittivity 2.7, gap 0.5 um, metal thickness 0.2 um
resistivity 2.20 uohm cm; length 2000 um
driver 10.0 ohm; load 1.00 pF; Rd*CL = 10.00 ps
sheet resistance r0 = 0.1100 ohm
areal capacitance c0 = 0.09563 fF/um2
q = 4.2075; y = bL = 1.1527; 1/b = 1735.1 um
width at driver 19.086 um, middle 10.725 um, load 6.027 um
total capacitance C(0) = 3.1667 pF
total wire resistance = 21.667 ohm
driver part 31.667 ps, wire part 36.502 ps
least Elmore delay = 68.169 ps = 0.06817 ns
free optimum, 80 segments: 68.1693 ps, largest width error 3.1e-06
best uniform width 10.725 um, delay 72.062 ps
gain of taper over uniform = 5.40 %
best wire of 1 equal-length steps: 72.062 ps
best wire of 2 equal-length steps: 69.169 ps
best wire of 4 equal-length steps: 68.421 ps
best wire of 8 equal-length steps: 68.232 ps
best wire of 16 equal-length steps: 68.184 ps
q = 0.1: y = 0.276, uniform/taper delay = 1.0014
q = 1: y = 0.703, uniform/taper delay = 1.0168
q = 10: y = 1.496, uniform/taper delay = 1.1055
q = 100: y = 2.653, uniform/taper delay = 1.3683
q = 1000: y = 4.090, uniform/taper delay = 1.8546
small-q gain over q^1.5/12 at q = 0.0001: 0.9950
50 % delay, RC: taper 51.19 ps, uniform 52.86 ps
50 % delay, taper with inductance: 51.19 ps; overshoot 0.00 %
first moment with inductance: 68.169 ps; time of flight 10.96 ps
fringe over permittivity = 2.618; cf = 0.0626 fF/um
fringe/plate capacitance: driver end 3.4 %, load end 10.9 %
with fringe: exponential 70.522 ps, re-optimized 70.507 ps
re-optimized widths: first 19.491 um, last 6.121 um
taper rate with fringe: near driver 0.5701 /mm, near load 0.6107 /mm
80 K hotter (0.39 %/K): r0 x 1.312, same layout 79.56 ps, re-optimized 79.06 ps
return-plane bound: r0 x 1.500, same layout 86.42 ps, re-optimized 85.24 ps
20 % slots: r0 x 1.250, same layout 77.29 ps, re-optimized 76.97 ps
skin depth at 5.13 GHz = 1.04 um
largest taper slope |dw/dx| = 0.0110
dielectric field at 0.8 V = 0.016 MV/cm
mean current density at 2.0 GHz = 0.265 MA/cm2, same at all x
```
